\section*{Bracketed Newton Solution of the MOS Surface-Potential Equation}

\section{The choice of a solver}

A device calculation that sweeps the gate of a metal--oxide--semiconductor (MOS) capacitor needs the surface potential at every bias. One must decide whether plain Newton iteration can be trusted with this task or whether each solve needs a guard. The equation is nearly linear at flat band and exponential in accumulation and strong inversion, so a start that is harmless at one bias may overflow at another. An analytic bracket removes this risk: it limits the exponentials before any are evaluated, and its outer end is a good starting point. The slope of the scaled equation, which always exceeds one, also turns the residual into an error bound.

\section{The equation and its assumptions}

Take a uniformly doped p-type semiconductor in equilibrium, with fully ionized acceptors of density $N_A$, Boltzmann carriers, a charge-free oxide, and neither quantum confinement nor gate depletion. Let $x$ point from the interface into the semiconductor and let the potential $\psi(x)$ vanish in the bulk. With $\phi_t=kT/q$ and $U=\psi/\phi_t$, the carrier densities are $p=p_0e^{-U}$ and $n=n_0e^{U}$. Bulk neutrality requires $N_A=p_0-n_0$. Define
\[
\delta=\frac{n_0}{p_0}=e^{-2u_F},\qquad
u_F=\ln\frac{p_0}{n_i},\qquad
L_D^2=\frac{\varepsilon_s\phi_t}{qp_0},
\]
where $n_i^2=n_0p_0$. Poisson's equation, $\psi''=-q(p-n-N_A)/\varepsilon_s$, becomes, in terms of $\xi=x/L_D$,
\begin{equation}
\frac{d^2U}{d\xi^2}=1-\delta-e^{-U}+\delta e^{U}=h'(U),
\end{equation}
with
\begin{equation}
h(U)=(e^{-U}+U-1)+\delta(e^{U}-U-1).
\label{eq:h}
\end{equation}
Multiplying by $dU/d\xi$ makes both sides total derivatives. Since $dU/d\xi$ and $h$ both vanish in the bulk, integration gives $(dU/d\xi)^2=2h(U)$.

Let $u=\psi_s/\phi_t$ be the surface value. The potential decays into the bulk, so $dU/d\xi=-\operatorname{sgn}(u)\sqrt{2h(u)}$ at the surface, and the field along $+x$ is
\[
E_s=-\frac{\phi_t}{L_D}\frac{dU}{d\xi}
=\operatorname{sgn}(u)\frac{\phi_t}{L_D}\sqrt{2h(u)}.
\]
Continuity of the displacement gives the oxide voltage $\varepsilon_sE_s/C_{ox}$, where $C_{ox}$ is the oxide capacitance per area. The gate voltage relative to flat band is this voltage plus $\psi_s$. Division by $\phi_t$, with $\varepsilon_s/L_D=\sqrt{q\varepsilon_sp_0/\phi_t}$, yields
\begin{equation}
R(u)=u+G\operatorname{sgn}(u)\sqrt{h(u)}-v=0,
\label{eq:R}
\end{equation}
\[
v=\frac{V_G-V_{FB}}{\phi_t},\qquad
G=\frac{\sqrt{2q\varepsilon_sp_0}}{C_{ox}\sqrt{\phi_t}}.
\]

\section{One root, and a computable error bound}

The derivative
\[
h'(u)=(1-e^{-u})+\delta(e^u-1)
\]
has the sign of $u$, because both brackets do. Hence $h>0$ for $u\ne0$, and
\begin{equation}
R'(u)=1+\frac{G|h'(u)|}{2\sqrt{h(u)}}>1.
\label{eq:slope}
\end{equation}
Near zero, $h\simeq(1+\delta)u^2/2$ and $|h'|\simeq(1+\delta)|u|$, so the slope tends to $R'(0)=1+G\sqrt{(1+\delta)/2}$. It is continuous there.

Since $R(0)=-v$ and $R(v)=G\operatorname{sgn}(v)\sqrt{h(v)}$ have opposite signs for $v\ne0$, a root $u_*$ lies between $0$ and $v$. Monotonicity makes it unique. The mean-value theorem gives $R(u)=R'(\eta)(u-u_*)$ for some $\eta$ between $u$ and $u_*$, and therefore
\begin{equation}
|u-u_*|\le |R(u)|.
\label{eq:error}
\end{equation}
A small residual thus certifies a small absolute error, without an estimate of the slope.

The slope also measures conditioning. Differentiating $R(u_*(v),v)=0$, with $\partial R/\partial v=-1$, gives $d\psi_s/dV_G=1/R'(u_*)$. Where $R'$ is large, the potential is insensitive to gate error. Conversely, a gate voltage reconstructed from an inaccurate potential has its error multiplied by $R'$.

\section{A bracket that limits the exponentials}

The interval from $0$ to $v$ contains the root but at large bias is too wide for safe evaluation of $e^u$. For $x\ge0$,
\[
e^x-x-1-(e^{x/2}-1)^2
=2\left(e^{x/2}-1-\frac{x}{2}\right)\ge0.
\]
In accumulation put $a=-u_*>0$. Both parts of $h$ are nonnegative, so $h\ge e^a-a-1\ge(e^{a/2}-1)^2$. Equation~(\ref{eq:R}) reads $|v|=a+G\sqrt h$, hence $G(e^{a/2}-1)\le|v|$ and
\begin{equation}
|u_*|\le2\ln\left(1+\frac{|v|}{G}\right),\qquad v<0.
\label{eq:acc}
\end{equation}
For positive $v$, keep the minority part instead: $h\ge\delta(e^{u_*/2}-1)^2$. With $\sqrt\delta=e^{-u_F}$, the same argument gives
\begin{equation}
u_*\le2\ln\left(1+\frac{v}{G}e^{u_F}\right),\qquad v>0.
\label{eq:inv}
\end{equation}

Depletion has a sharper bound. If $u_*\ge1$, then $h\ge u_*-1$, since the omitted terms $e^{-u_*}$ and $\delta(e^{u_*}-u_*-1)$ are nonnegative. With $y=\sqrt{u_*-1}$, equation~(\ref{eq:R}) implies $y^2+Gy\le v-1$. The left side increases with $y$, so for $v>1$
\begin{equation}
u_*\le1+w^2,\qquad
w=\frac{v-1}{G/2+\sqrt{G^2/4+v-1}},
\label{eq:dep}
\end{equation}
where $w$ is the positive solution of $w^2+Gw=v-1$, written without subtraction of close numbers. If $u_*<1$, the bound holds trivially.

The outer end $b$ of the bracket has the sign of $v$ and the smallest applicable magnitude among $|v|$ and these bounds. A relative margin of $10^{-12}$ protects it from rounding. The inner end is zero.

Overflow is now excluded by algebra. In inversion $\delta e^u$ is computed as $\exp(u-2u_F)$, not as a product of a tiny and a huge number. Apart from the rounding margin, (\ref{eq:inv}) gives
\[
e^{u-2u_F}\le\left(e^{-u_F}+\frac vG\right)^2
\le\left(1+\frac vG\right)^2 .
\]
In accumulation (\ref{eq:acc}) gives $e^{-u}\le(1+|v|/G)^2$. The growing exponentials are therefore at most quadratic in $|v|/G$. The guarantee fails only if that square itself exceeds the floating-point range, far beyond device biases. The logarithm in (\ref{eq:inv}) is evaluated from $\ln(v/G)+u_F$, so $e^{u_F}$ is not formed either. Decaying exponentials may underflow to zero, which is harmless here.

Near flat band the danger is cancellation: $e^x-x-1$ is a small difference. For small $|x|$ it is summed as $x^2/2+x^3/6+\cdots$.

\section{The iteration and its convergence}

Start at $u_0=b$ and stop when $|R(u_k)|\le\tau$, where $\tau=10^{-12}(1+|v|)$. Otherwise:
\begin{enumerate}
\item Replace the lower bracket end by $u_k$ if $R(u_k)<0$, and the upper end if $R(u_k)>0$.
\item Form the Newton step $s_k=-R(u_k)/R'(u_k)$.
\item Accept it if $u_k+s_k$ lies strictly inside the bracket and $|s_k|$ is at most half the previous step. The first step has no length restriction.
\item If either condition fails, move to the midpoint of the bracket.
\end{enumerate}

In exact arithmetic this stops from any start in the bracket. Let $W$ be the initial width and $M$ the maximum of $R'$ on the bracket, finite because $R'$ is continuous. Each bisection halves the width, and every later iterate satisfies $|R|\le M|u-u_*|\le M\times$ width. The number of bisections is therefore at most about $L=\log_2(MW/\tau)$. Between bisections, the $j$th consecutive Newton step is no longer than about $W2^{-j}$, and the residual before it is $|R|=|s|R'\le MW2^{-j}$, up to a factor of two for the unrestricted first step. Such a run also ends after about $L$ steps. The total is at most of order $L^2$, a pessimistic bound that nevertheless proves termination.

Close to the root, accepted Newton steps do much better. With $e_k=u_k-u_*$, expansion of $R(u_*)=0$ about $u_k$ gives $R(u_k)=R'(u_k)e_k-\tfrac12R''e_k^2+O(e_k^3)$. Substitution in the Newton update gives
\begin{equation}
e_{k+1}=e_k-\frac{R(u_k)}{R'(u_k)}
=\frac{R''(u_*)}{2R'(u_*)}e_k^2+O(e_k^3).
\label{eq:quad}
\end{equation}
When the exponential dominates, $R$ varies as $G\sqrt\delta\,e^{u/2}$ plus slower terms. Then $R''/R'\simeq1/2$, and the error constant is near $1/4$.

\section{Worked example: from accumulation to inversion}

The parameters are round model values: $T=300$ K, $N_A=10^{17}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, relative permittivities 12 and 4, and a 10 nm oxide. They give $\phi_t=25.852$ mV and a body factor $G\sqrt{\phi_t}=0.52099$ V$^{1/2}$. Hence $G=0.52099/\sqrt{0.025852}=3.240$. With $u_F=16.118$, the Fermi potential is $\phi_F=u_F\phi_t=0.4167$ V. The conventional onset of strong inversion, $\psi_s=2\phi_F$, lies 1.309 V above flat band.

\begin{center}
\begin{tabular}{rrrr}
$V_G-V_{FB}$ (V) & $\psi_s$ (V) & $d\psi_s/dV_G$ & Evaluations\\
$-5.0$ & $-0.2093$ & 0.0107 & 4\\
0.0 & 0.0000 & 0.3038 & 1\\
0.5 & 0.2522 & 0.6462 & 2\\
1.0 & 0.6039 & 0.7448 & 2\\
1.5 & 0.9056 & 0.2018 & 11\\
3.0 & 0.9958 & 0.0268 & 6\\
5.0 & 1.0324 & 0.0131 & 5
\end{tabular}
\end{center}

At flat band, where $\delta$ is negligible, the response is $1/(1+3.240/\sqrt2)=0.304$. At 0.5 V, in depletion, $v=19.34$ and (\ref{eq:dep}) gives $w=2.959$. The bound is $(1+w^2)\phi_t=0.2522$ V, equal to the root at this precision, which is why two evaluations suffice. In strong inversion and accumulation the response is small: a slight change of potential supplies a large change of charge. At 5 V, $R'=1/0.0131\simeq76$, so an error of 1 mV in $\psi_s$ corresponds to about 76 mV at the gate.

At 3 V, $v=116.05$ and $v/G=35.81$. Bound (\ref{eq:inv}) gives
\[
b\simeq2(\ln35.81+16.118)=39.39,\qquad b\phi_t=1.0184\ \text{V}.
\]
From this start the absolute errors in $\psi_s$ are
\[
2.26\times10^{-2},\quad4.35\times10^{-3},\quad
1.83\times10^{-4},\quad3.32\times10^{-7},\quad
1.10\times10^{-12}\ \text{V},
\]
followed by an error at rounding level. The observed constant in (\ref{eq:quad}) is 0.2579, in agreement with the value from the derivatives at the root and close to the limit $1/4$. The last residual, $3.3\times10^{-15}$ V, is explained by the spacing of floating-point numbers. Relative rounding of about $10^{-16}$ in $\psi_s\simeq1$ V, multiplied by $R'=1/0.0268\simeq37$, gives about $4\times10^{-15}$ V. The stopping tolerance, $\tau\phi_t\simeq3\times10^{-12}$ V, lies safely above this floor.

\section{What the safeguard costs}

The eleven evaluations at 1.5 V show that the halving rule can reject a useful step. Here $v=58.02$ and the start is $b=38.01$. There $R=41.26$ and $R'=28.56$, so the first step is $-1.445$. At the new point, $R=12.70$ and $R'=12.77$, and Newton proposes $-0.995$. This exceeds half the previous length, 0.723, so the method bisects to $u=18.28$, far below the root at 35.03, and must climb back. The rule that guarantees convergence here costs four evaluations: without it the same solve takes seven.

The starting end matters too. Over the sweep from $-5$ to 5 V, the largest counts were 11 from the outer end, 10 from the middle and 28 from the inner end. A mechanism for the last number follows from (\ref{eq:dep}). Suppose the root lies a tiny distance $\Delta$ inside the outer end. A bisection step of length $s$ from the inner side leaves a distance $s-\Delta$ to the root. An accurate Newton step then exceeds $s/2$ and is rejected until $s$ has fallen to about $2\Delta$.

The size of $\Delta$ can be estimated at $u=u_F$, where the terms omitted from $h$ sum to about $2e^{-u_F}=2.0\times10^{-7}$. Linearizing the square root and dividing by the slope gives
\[
\Delta\simeq
\frac{G\,e^{-u_F}/\sqrt{u_F-1}}
{1+G/(2\sqrt{u_F-1})}
\simeq6\times10^{-8}.
\]
Reducing a width of 16 to $2\Delta\simeq1.2\times10^{-7}$ takes $\log_2(16/1.2\times10^{-7})\simeq27$ halvings. The count of 28 occurs at 0.7 V and at 0.8 V. The first of these runs shows the pattern. It is at 0.7 V, where $u_*=14.97$ and $\Delta\simeq1.1\times10^{-7}$. One Newton step from the inner end leaves a bracket of width about 6.7; 25 bisections follow before a last Newton step reaches the root. The practical conclusion is to start from the outer end. Its largest count is close to that of the middle, but averaged over the 101 biases of the sweep it needs about 5.0 evaluations, against 7.6 from the middle and 9.8 from the inner end.

\section{What happens without the bracket}

Consider plain Newton iteration from $u=v$ in inversion. Far above the root $R\simeq G\sqrt\delta\,e^{u/2}$, so $R'\simeq R/2$ and the step is $-R/R'\simeq-2$, whatever the distance to be covered. At 5 V the start is $v=193.4$ and the root is $u_*=39.9$, so about $(193.4-39.9)/2\simeq77$ steps are needed before the final approach. The calculation took 82 steps, against five evaluations with the bracket.

A thicker oxide makes a larger bias reasonable. For 100 nm and 20 V, $v=773.6$, whereas the largest safe argument of the exponential in double precision is 709.8. Direct evaluation of $e^u$ at $u=v$ overflowed. The thicker oxide makes $G$ ten times larger, 32.40, and with the bracket the scaled exponent $u-2u_F$ is at most $2\ln(1+773.6/32.40)=6.4$. Five evaluations gave $\psi_s=0.993$ V.

Both failures belong to the start $u=v$. From $u=0$, plain Newton iteration needs 16 evaluations at 5 V and solves the thick-oxide case in 44, without overflow. Started from $b$, it needs at most 7 evaluations over sweeps of 101 biases for either oxide ($\pm5$ V and $\pm20$ V), and it does as well when an upward sweep starts each solve from the previous root. The speed thus comes from the analytic starting point; what the bracket and the halving rule add is the guarantee of termination without overflow.

\section{Numerical evidence and physical limits}

Two independent calculations test the result. Direct integration of Poisson's equation from the bulk to chosen surface potentials supplied gate voltages from which the solver recovered those potentials within $1.8\times10^{-13}$ V. High-precision bisection of (\ref{eq:R}), with $e^u$ evaluated directly, agreed with the sweep within $1.1\times10^{-13}$ V. A further 378 solves over wide ranges of $G$, $u_F$ and $v$, from both ends and the middle of the bracket, needed at most 19 evaluations. Their largest growing-exponential argument was 29.0. The smaller maximum than in the device sweep reflects the cases sampled; it is not a general limit on the count. The numerical output gives the remaining values.

These errors concern the solution of (\ref{eq:R}), not the accuracy of the physical model. At $-5$ V the surface hole density is $p_0e^{0.2093/0.02585}\simeq3\times10^{20}$ cm$^{-3}$. At 5 V the electron density is $p_0e^{39.9-32.2}\simeq2\times10^{20}$ cm$^{-3}$. For an effective mass equal to the free-electron mass, the effective density of states of a band at 300 K is about $2.5\times10^{19}$ cm$^{-3}$, and the surface density of the model exceeds this value at 63 of the 101 biases of the sweep, including the 3 V example, where it is about $5\times10^{19}$ cm$^{-3}$. Boltzmann statistics fail there. Fermi--Dirac statistics with this density of states for both bands move $\psi_s$ by about $-35$ mV at $-5$ V, $+8$ mV at 3 V and $+26$ mV at 5 V, and at $\pm5$ V the shifted root lies outside the bracket derived above. Confinement in the narrow surface layer is neglected as well; a triangular-well estimate with the surface field and the free-electron mass puts the lowest level about 0.1 to 0.2 eV from the band edge at these biases. The digits of the table describe the model, not a real capacitor. Replacing the statistics changes $h$. The monotonicity argument survives if the new charge still has the sign opposite to $u$, but the bounds on $u_*$ must be derived again. Interface traps whose charge depends on $\psi_s$ add a term to (\ref{eq:R}), and its slope must be examined before uniqueness and the error bound (\ref{eq:error}) are used.

\section*{Computed values}
\begin{verbatim}
Temperature: 300 K
Acceptor density: 1.0e+17 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Relative permittivities: 12 (semiconductor), 4 (oxide)
Oxide thickness: 10 nm
Thermal voltage: 25.85200 mV
Oxide capacitance: 3.54168 mF/m^2
Body factor: 0.520986 V^0.5; G: 3.240256 (no unit)
uF: 16.118096 (no unit); Fermi potential: 0.416685 V
Gate voltage from flat band at psi=2 phiF: 1.308974 V
Table: VG-VFB [V], psi [V], dpsi/dVG [no unit], evaluations, regime
 -5.0  -0.209287  0.010651  4 accumulation
 -1.0  -0.122760  0.053472  5 accumulation
 -0.1  -0.026585  0.231433  5 accumulation
  0.0   0.000000  0.303840  1 flat band
  0.1   0.034788  0.393813  4 depletion
  0.5   0.252158  0.646184  2 depletion
  1.0   0.603897  0.744785  2 weak inversion
  1.5   0.905570  0.201777 11 strong inversion
  3.0   0.995776  0.026816  6 strong inversion
  5.0   1.032385  0.013082  5 strong inversion
Trace at 3.0 V: move, psi [V], error [V], residual [V]
S 1.018383835 2.26e-02 1.06e+00
N 1.000125621 4.35e-03 1.69e-01
N 0.995959030 1.83e-04 6.82e-03
N 0.995776691 3.32e-07 1.24e-05
N 0.995776359 1.10e-12 4.11e-11
N 0.995776359 9.47e-17 -3.31e-15
Moves: S start, N Newton, B bisection
Moves from inner end at 3.0 V: SNBBNNNN
Quadratic error constant for u: observed 0.25789, predicted 0.25791
Poisson check, largest potential error: 1.8e-13 V
Sweep -5 to 5 V, largest potential error: 1.1e-13 V
Most evaluations, outer/middle/inner start: 11/10/28
Wide-range solves: 378; most evaluations: 19
Wide-range largest growing-exponential argument: 29.017
Plain Newton at 5 V: 82 steps; first step in u: -2.000000
Bracketed method at 5 V: 5 evaluations
Thick oxide: 100 nm; gate: 20 V; v: 773.635
Largest safe exp argument: 709.783
Direct evaluation overflowed: True
Thick-oxide bracketed psi: 0.992837 V; evaluations: 5
\end{verbatim}
